# The derivative of the X2C renormalization matrix, derived two ways: a program that tests the result

```python
"""
Derivative of the X2C renormalization matrix R.

Result under test: R is the root of R R = St^-1 S with positive eigenvalues.
With S Z = St Z diag(lam) and Z^+ St Z = 1,
    dR = Z M Z^+ St,
    M_ij = (Z^+ dS Z - Z^+ dSt Z diag(lam))_ij / (sqrt(lam_i) + sqrt(lam_j)).

S  : overlap matrix            St : relativistic metric S + X^+ T X / (2 c^2)
T  : kinetic energy            V  : nuclear attraction
W  : matrix of p.Vp            X  : lower/upper coefficient ratio, B = X A
L  : unnormalized two-component Hamiltonian,   h = R^+ L R
A prefix d means the derivative with respect to a real parameter.
Atomic units are used inside the program (hbar = m = e = 1).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, solve_sylvester
from pyscf import gto

c = 1.0 / constants.fine_structure
bohr_in_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]


def dag(a):
    return a.conj().T


def renormalization(S, St):
    """R from its definition with Hermitian square roots."""
    w, U = eigh(S)
    half = (U * np.sqrt(w)) @ dag(U)
    inv_half = (U / np.sqrt(w)) @ dag(U)
    K = inv_half @ St @ inv_half
    w, U = eigh(0.5 * (K + dag(K)))
    return inv_half @ (U / np.sqrt(w)) @ dag(U) @ half


def derivative_of_R(S, St, dS, dSt):
    """Eigenbasis solution of the Sylvester equation."""
    lam, Z = eigh(S, St)
    Z = Z * np.where(Z[0].real < 0, -1.0, 1.0)
    numerator = dag(Z) @ dS @ Z - (dag(Z) @ dSt @ Z) * lam[None, :]
    root = np.sqrt(lam)
    M = numerator / (root[:, None] + root[None, :])
    return Z @ M @ dag(Z) @ St, lam, Z, numerator, M


def central_difference(f, x, step):
    """Eighth-order central first derivative."""
    weights = (4 / 5, -1 / 5, 4 / 105, -1 / 280)
    total = 0.0
    for k, w in enumerate(weights, start=1):
        total = total + w * (f(x + k * step) - f(x - k * step))
    return total / step


def rel_dev(a, reference):
    return np.max(np.abs(a - reference)) / np.max(np.abs(reference))


def square_derivative(S, St, dS, dSt):
    """Derivative of St^-1 S."""
    return np.linalg.solve(St, dS - dSt @ np.linalg.solve(St, S))


def show(label, matrix):
    rows = ["[" + ", ".join(f"{x:.6f}" for x in r) + "]" for r in matrix]
    print(f"{label}: " + " ".join(rows))


# ---------- two-by-two model with round numbers ----------
S2 = np.array([[1.0, 0.5], [0.5, 1.0]])
St2 = S2 + np.diag([0.2, 0.6])
dS2 = np.array([[0.0, 0.1], [0.1, 0.0]])
dSt2 = dS2 + np.diag([0.1, 0.3])
R2 = renormalization(S2, St2)
dR2, lam2, Z2, num2, M2 = derivative_of_R(S2, St2, dS2, dSt2)
fd2 = central_difference(
    lambda t: renormalization(S2 + t * dS2, St2 + t * dSt2), 0.0, 0.01)
G2 = square_derivative(S2, St2, dS2, dSt2)
commuting2 = 0.5 * np.linalg.solve(R2, G2)
assert np.allclose(R2 @ R2, np.linalg.solve(St2, S2), atol=1e-12)
assert rel_dev(dR2, fd2) < 1e-9
assert rel_dev(dR2, solve_sylvester(R2, R2, G2)) < 1e-11
assert rel_dev(commuting2, fd2) > 1e-3

print("MODEL (dimensionless matrices, dimensionless parameter)")
show("S", S2)
show("S~", St2)
show("S'", dS2)
show("S~'", dSt2)
print("eigenvalues lambda: " + ", ".join(f"{x:.6f}" for x in lam2))
print("square roots: " + ", ".join(f"{x:.6f}" for x in np.sqrt(lam2)))
show("Z (eigenvectors in columns)", Z2)
show("numerators", num2)
show("M", M2)
show("R", R2)
show("R' from formula", dR2)
show("R' from finite differences", fd2)
show("R' from commuting rule (wrong)", commuting2)

# ---------- complex Hermitian matrices, all eigenvalues equal ----------
S3 = np.array([[1, 0.2 + 0.1j, 0.1j], [0.2 - 0.1j, 1, 0.3],
               [-0.1j, 0.3, 1]])
St3 = 1.25 * S3
dS3 = np.array([[0, 0.1j, 0.2], [-0.1j, 0, 0.1], [0.2, 0.1, 0]])
dSt3 = np.array([[0.3, 0.1, 0.2j], [0.1, -0.1, 0.1j],
                 [-0.2j, -0.1j, 0.2]])
dR3, lam3, _, _, _ = derivative_of_R(S3, St3, dS3, dSt3)
fd3 = central_difference(
    lambda t: renormalization(S3 + t * dS3, St3 + t * dSt3), 0.0, 0.01)
assert np.ptp(lam3) < 1e-12
assert rel_dev(dR3, fd3) < 1e-9
print("DEGENERATE COMPLEX CASE")
print(f"common eigenvalue lambda: {lam3.mean():.6f}")
print(f"relative deviation of R' from differences: {rel_dev(dR3, fd3):.1e}")


# ---------- PtH, spin-free one-electron X2C ----------
def even_tempered(l, count, smallest=0.1, ratio=4.0):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


basis = {"Pt": even_tempered(0, 11) + even_tempered(1, 9)
         + even_tempered(2, 7),
         "H": even_tempered(0, 3) + even_tempered(1, 1, smallest=0.4)}


def integrals(z):
    mol = gto.M(atom=[("Pt", (0.0, 0.0, 0.0)), ("H", (0.0, 0.0, z))],
                basis=basis, unit="Bohr", spin=1, verbose=0)
    names = ("int1e_ovlp", "int1e_kin", "int1e_nuc", "int1e_pnucp")
    mats = [mol.intor(name) for name in names]
    return [0.5 * (a + a.T) for a in mats]


def dirac_matrices(S, T, V, W):
    zero = np.zeros_like(S)
    D = np.block([[V, T], [T, W / (4 * c**2) - T]])
    metric = np.block([[S, zero], [zero, T / (2 * c**2)]])
    return D, metric


def decouple(S, T, V, W):
    n = len(S)
    energy, C = eigh(*dirac_matrices(S, T, V, W))
    assert energy[n - 1] < -c**2 < energy[n]
    A, B = C[:n, n:], C[n:, n:]
    X = np.linalg.solve(A.T, B.T).T
    St = S + X.T @ T @ X / (2 * c**2)
    L = V + T @ X + X.T @ T + X.T @ (W / (4 * c**2) - T) @ X
    return energy, C, X, 0.5 * (St + St.T), 0.5 * (L + L.T)


def everything(z):
    S, T, V, W = integrals(z)
    _, _, X, St, L = decouple(S, T, V, W)
    R = renormalization(S, St)
    return np.array([S, T, V, W, X, R, R.T @ L @ R])


distance = 3.0
step = 0.03
S, T, V, W = integrals(distance)
n = len(S)
energy, C, X, St, L = decouple(S, T, V, W)
R = renormalization(S, St)
dS, dT, dV, dW, dX_fd, dR_fd, dh_fd = central_difference(
    everything, distance, step)

# response of X from mixing of negative- into positive-energy states
dD, dmetric = dirac_matrices(dS, dT, dV, dW)
neg, pos = C[:, :n], C[:, n:]
e_neg, e_pos = energy[:n], energy[n:]
U = neg.T @ (dD @ pos - (dmetric @ pos) * e_pos)
U = U / (e_pos[None, :] - e_neg[:, None])
A = pos[:n]
dX = (neg[n:] - X @ neg[:n]) @ U @ np.linalg.inv(A)
dSt_fixed_X = dS + X.T @ dT @ X / (2 * c**2)
dSt = dSt_fixed_X + (dX.T @ T @ X + X.T @ T @ dX) / (2 * c**2)
dR, lam, Z, _, _ = derivative_of_R(S, St, dS, dSt)
dR_fixed_X = derivative_of_R(S, St, dS, dSt_fixed_X)[0]
commuting = 0.5 * np.linalg.solve(R, square_derivative(S, St, dS, dSt))

# derivative of the two-component Hamiltonian
lower = W / (4 * c**2) - T
dlower = dW / (4 * c**2) - dT
half_dL = dT @ X + T @ dX + dX.T @ lower @ X
dL = dV + half_dL + half_dL.T + X.T @ dlower @ X
dh = dR.T @ L @ R + R.T @ dL @ R + R.T @ L @ dR

# orbital-energy derivatives, two-component against four-component
coef = np.linalg.solve(R, A)
slope_two = np.sum(coef * (dh @ coef - (dS @ coef) * e_pos), axis=0)
slope_four = np.sum(pos * (dD @ pos - (dmetric @ pos) * e_pos), axis=0)
part_R = 2 * np.sum((dR @ coef) * (L @ A), axis=0)
part_metric = e_pos * (np.sum(coef * (dS @ coef), axis=0)
                       - np.sum(A * (dSt @ A), axis=0))
bound = e_pos < 0
slope_dev = np.max(np.abs(slope_two - slope_four)[bound])
part_dev = np.max(np.abs(part_R - part_metric)[bound])
largest = int(np.argmax(np.where(bound, np.abs(part_R), 0.0)))

print("PtH, SPIN-FREE ONE-ELECTRON X2C, BARE POINT NUCLEI")
print(f"Pt-H distance: {distance:.1f} bohr = "
      f"{distance * bohr_in_angstrom:.4f} angstrom")
print(f"basis functions: {n}; difference step: {step} bohr")
print(f"sqrt(lambda), smallest and largest: {np.sqrt(lam[0]):.6f}, "
      f"{np.sqrt(lam[-1]):.8f}")
print(f"largest |R'_ij|: {np.max(np.abs(dR)):.6f} 1/bohr = "
      f"{np.max(np.abs(dR)) / bohr_in_angstrom:.6f} 1/angstrom")
print(f"relative deviation of X' from differences: {rel_dev(dX, dX_fd):.1e}")
print(f"relative deviation of R' from differences: {rel_dev(dR, dR_fd):.1e}")
print(f"relative deviation of h' from differences: {rel_dev(dh, dh_fd):.1e}")
print(f"relative error of R' if X' is omitted: "
      f"{rel_dev(dR_fixed_X, dR):.3e}")
print(f"relative error of R' by commuting rule: {rel_dev(commuting, dR):.3e}")
print(f"number of bound orbitals compared: {int(bound.sum())}")
for title, k in (("lowest orbital", 0), ("orbital with largest R' part",
                                         largest)):
    print(f"{title}: number {k + 1}, energy {e_pos[k]:.6f} hartree")
    print(f"  energy derivative, two-component: {slope_two[k]:.8f} "
          f"hartree/bohr = "
          f"{slope_two[k] * hartree_in_ev / bohr_in_angstrom:.5f} "
          f"eV/angstrom")
    print(f"  energy derivative, four-component: {slope_four[k]:.8f} "
          f"hartree/bohr")
    print(f"  part from R': {part_R[k]:.4e} hartree/bohr")
print(f"largest deviation of energy derivatives: {slope_dev:.1e} hartree/bohr")
print(f"largest deviation of R' part from metric form: {part_dev:.1e} "
      f"hartree/bohr")

assert 0 < lam[0] and lam[-1] <= 1 + 1e-10
assert np.allclose(R.T @ St @ R, S, atol=1e-9)
assert np.allclose(St @ R, (St @ R).T, atol=1e-9)
# Differences divide rounding errors of large matrix elements by the step.
assert rel_dev(dX, dX_fd) < 1e-5
assert rel_dev(dR, dR_fd) < 1e-5
assert rel_dev(dh, dh_fd) < 1e-5
assert slope_dev < 1e-5
assert part_dev < 1e-5
print("no test failed")
```

Printed output:

```
MODEL (dimensionless matrices, dimensionless parameter)
S: [1.000000, 0.500000] [0.500000, 1.000000]
S~: [1.200000, 0.500000] [0.500000, 1.600000]
S': [0.000000, 0.100000] [0.100000, 0.000000]
S~': [0.100000, 0.100000] [0.100000, 0.300000]
eigenvalues lambda: 0.530195, 0.847051
square roots: 0.728145, 0.920354
Z (eigenvectors in columns): [0.535411, 0.819402] [-0.829129, 0.176377]
numerators: [-0.166256, -0.008947] [-0.027482, -0.060357]
M: [-0.114164, -0.005427] [-0.016671, -0.032790]
R: [0.896897, 0.108972] [0.036324, 0.751601]
R' from formula: [-0.048948, 0.058589] [0.019530, -0.098006]
R' from finite differences: [-0.048948, 0.058589] [0.019530, -0.098006]
R' from commuting rule (wrong): [-0.049033, 0.056813] [0.020236, -0.097921]
DEGENERATE COMPLEX CASE
common eigenvalue lambda: 0.800000
relative deviation of R' from differences: 3.1e-13
PtH, SPIN-FREE ONE-ELECTRON X2C, BARE POINT NUCLEI
Pt-H distance: 3.0 bohr = 1.5875 angstrom
basis functions: 79; difference step: 0.03 bohr
sqrt(lambda), smallest and largest: 0.746965, 0.99999863
largest |R'_ij|: 0.000142 1/bohr = 0.000269 1/angstrom
relative deviation of X' from differences: 3.7e-09
relative deviation of R' from differences: 2.1e-09
relative deviation of h' from differences: 4.9e-11
relative error of R' if X' is omitted: 2.848e-01
relative error of R' by commuting rule: 7.567e-02
number of bound orbitals compared: 64
lowest orbital: number 1, energy -3312.516072 hartree
  energy derivative, two-component: 0.11120465 hartree/bohr = 5.71837 eV/angstrom
  energy derivative, four-component: 0.11120465 hartree/bohr
  part from R': -5.3607e-06 hartree/bohr
orbital with largest R' part: number 33, energy -77.980058 hartree
  energy derivative, two-component: 0.27092720 hartree/bohr = 13.93164 eV/angstrom
  energy derivative, four-component: 0.27092720 hartree/bohr
  part from R': 1.7658e-03 hartree/bohr
largest deviation of energy derivatives: 7.1e-13 hartree/bohr
largest deviation of R' part from metric form: 7.2e-13 hartree/bohr
no test failed
```
